# Elastic dipoles from residual stress and from Kanzaki forces, part 2

The elastic dipole \(P\) of a defect can be found from the residual stress of a relaxed supercell or from the first moment of the Kanzaki forces. The question is when the two agree, and what replaces the plain moment \(\operatorname{sym}\sum_iR_{ia}f_{ib}\) when they do not.

A supercell of volume \(V\) has perfect sites \(R_i\) and periodic displacements \(u_i\). Under a homogeneous symmetric strain \(\varepsilon\) the atoms sit at

\[
r_i=R_i+\varepsilon R_i+u_i .
\]

The harmonic host has the energy

\[
E_{\text{host}}=\tfrac12\,u\cdot\Phi u+\sum_{ab}\varepsilon_{ab}\,\Lambda_{ab}\cdot u+\tfrac V2\,\varepsilon:C^0:\varepsilon ,
\]

with symmetric force constants \(\Phi\), strain–displacement coupling \(\Lambda_{ab}\), and stiffness \(C^0\) without internal relaxation. A dot between displacement-like vectors sums over atoms and components, and \(\operatorname{sym}M_{ab}=\tfrac12(M_{ab}+M_{ba})\). Also \(\sum_i\Lambda_{i,ab}=0\).

The defect adds an energy \(W\) that depends on the positions of a finite, connected cluster of atoms and is unchanged by a common shift. At equilibrium in the clamped cell the Kanzaki forces are

\[
f\equiv\Phi u=-\frac{\partial W}{\partial u},
\]

with \(\sum_if_i=0\). With mean stress \(\sigma\) positive in tension, \(P_{ab}=-V\sigma_{ab}\). Because the atoms are relaxed, the stress can be computed at fixed \(u\), which gives

\[
P_{ab}=\operatorname{sym}\sum_iR_{ia}f_{ib}-\Lambda_{ab}\cdot u .
\]

In a Bravais lattice, or when every host atom is an inversion centre, \(\Lambda_{ab}=0\) and the plain moment equals \(P\). Using relaxed positions \(R_i+u_i\) instead of \(R_i\) makes the trace too large by

\[
\sum_iu_i\cdot f_i=u\cdot\Phi u=2E_{\text{host}}>0 .
\]

An earlier example was a ring of \(N\) atoms joined by equal springs, with two neighbours repelling each other by \(F=F_0-\kappa x_0\), where \(x_0\) is the elongation of their bond. For \(\kappa>0\) the dipole is larger in small cells, with a correction that falls as \(1/N\).

Energies are in eV and lengths in nm.

### The general law

In three dimensions let the perfect crystal relax under strain. Its displacements per unit strain, \(v_{ab}\), make the host energy stationary:

\[
\Phi v_{ab}+\Lambda_{ab}=0 .
\]

A solution exists in a stable crystal, because \(\Phi\) annihilates common shifts alone and \(\Lambda_{ab}\) sums to zero over atoms. Since \(\Phi\) is symmetric,

\[
-\Lambda_{ab}\cdot u=(\Phi v_{ab})\cdot u=v_{ab}\cdot(\Phi u)=v_{ab}\cdot f .
\]

The unspecified common shift in \(v_{ab}\) does no harm, because \(\sum_if_i=0\). The dipole becomes

\[
\boxed{\,P_{ab}=\operatorname{sym}\sum_iR_{ia}f_{ib}+v_{ab}\cdot f
=\sum_if_i\cdot\frac{\partial r_i}{\partial\varepsilon_{ab}}\bigg|_{\text{perfect}}\,}
\]

The derivative is the full response of the perfect crystal, internal relaxation included. For \(a\ne b\) it is taken with \(\varepsilon_{ab}=\varepsilon_{ba}=\tfrac12\) per unit. In a Bravais lattice \(v_{ab}=0\), and the plain moment returns.

A diamond-structure model gives an extreme case. It has lattice constant 0.5 nm, nearest-neighbour springs of 100 eV/nm² and second-neighbour springs of 20 eV/nm². One nearest-neighbour bond carries a repulsion. By symmetry the two forces \(\pm F\) lie along the bond direction \(n\), which is of type [111]. With bond length \(\ell\), the plain moment is \(F\ell n_an_b\), and each component has magnitude \(F\ell/3\). The computed values are:

- residual stress: \(P_{xx}=0.2187\) eV, \(|P_{xy}|=0.0000\) eV;
- plain moment: 0.2187 eV for both;
- moment with the full response: 0.2187 eV and 0.0000 eV.

The vanishing shear component can be derived. Each atom of one sublattice has four bonds, with \(\sqrt3\,n\) equal to \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). For all four, \(n_xn_y=n_z/\sqrt3\). Apply a shear \(\varepsilon_{xy}=\varepsilon_{yx}\) and let the other sublattice shift by \(w\) along \(z\). To first order each bond lengthens by

\[
2\ell\varepsilon_{xy}n_xn_y+wn_z=n_z\Bigl(\frac{2\ell\varepsilon_{xy}}{\sqrt3}+w\Bigr).
\]

The choice \(w=-2\ell\varepsilon_{xy}/\sqrt3\) keeps all four lengths unchanged. The second-neighbour springs do not oppose it, because they join atoms of the same sublattice. In this model, then, shear does not stretch the nearest-neighbour bonds, and a force along one of them has no shear dipole. Springs that resist changes of bond angle would oppose the shift, and this cancellation would then not be expected.

### A solute pair in an fcc host

The fcc lattice is a Bravais lattice, so the plain moment should suffice. The host has lattice constant \(a=0.408\) nm and bond length \(d=a/\sqrt2=0.2885\) nm. For bond \(b\), let \(s_b\) be the change of the bond vector projected on the bond direction. The host energy is

\[
E_{\text{host}}=\frac K2\sum_bs_b^2+\frac g2\sum_i\Bigl(\sum_{b\ni i}s_b\Bigr)^2,
\]

with \(K=100\) and \(g=10\) eV/nm². The inner sum runs over the twelve bonds of atom \(i\).

Under homogeneous strain \(s_b=d\,n\cdot\varepsilon n\), there are six bonds per atom, and the atomic volume is \(a^3/4\). Three strains give the elastic constants.

1. For \(\varepsilon_{xx}=e\), four of the six bonds have \(n_x^2=\tfrac12\). The springs store \(\tfrac K2\cdot4(de/2)^2=\tfrac K4a^2e^2\) per atom, or \(Ke^2/a\) per volume. Setting this equal to \(\tfrac12C_{11}e^2\) gives \(2K/a\) for \(C_{11}\).
2. For \(\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2\), two bonds have \(s=\pm d\gamma/2\). The energy density is \(K\gamma^2/(2a)\), which gives \(C_{44}=K/a\).
3. For \(\varepsilon=e\) times the unit matrix, all bonds have \(s=de\). The density is \(6Ke^2/a=\tfrac12(3C_{11}+6C_{12})e^2\), which gives \(K/a\) for \(C_{12}\).

For the \(g\) term, the twelve directions satisfy \(\sum n_an_b=4\delta_{ab}\), so the inner sum is \(4d\operatorname{tr}\varepsilon\). The density is \(16g(\operatorname{tr}\varepsilon)^2/a\), which adds \(32g/a\) to \(C_{11}\) and \(C_{12}\) and nothing to \(C_{44}\). With 1 eV/nm³ = 0.1602 GPa, the constants are \(C_{11}=204\), \(C_{12}=165\), \(C_{44}=39\) and \(B=178\) GPa.

Two neighbouring atoms along [110] are replaced by oversize solutes. Each solute end of a bond of length \(r\) adds \(w\,e^{-(r-d)/\lambda}\), with \(w=0.20\) eV and \(\lambda=0.04\) nm. The bond between the solutes counts twice. Altogether 23 bonds are affected.

Before relaxation every solute end pushes with \(w/\lambda=5\) eV/nm. Each solute then contributes \(5d\sum n_an_b=20d\,\delta_{ab}\), and the pair has an isotropic dipole of \(40\times0.2885=11.54\) eV. Any anisotropy must come from relaxation.

After relaxation, stress and moment agree to all five printed decimals in each cell:

- 108 atoms: \(P_{xx}=9.659\), \(P_{zz}=9.493\), \(P_{xy}=-0.038\) eV;
- 256 atoms: 9.613, 9.450 and −0.044 eV;
- 500 atoms: 9.597, 9.434 and −0.045 eV.

The diagonal components fall with cell size, as in the ring with \(\kappa>0\). From 108 to 256 atoms \(P_{xx}\) drops by 0.0458 eV while \(1/N\) drops by 0.00535, a slope of 8.5 eV. The next step gives 8.1 eV. This is close to a \(1/N\) law and extrapolates to about 9.58 eV. The small \(P_{xy}\) does not follow such a law over these sizes.

The moment can be summed by hand for the 256-atom cell. Use axes \(p=[110]\), \(q=[1\bar10]\) and \(z\), with the origin midway between the solutes. Twenty atoms carry forces, in five classes (positions in nm, forces in eV/nm):

- 4 atoms at (0, 0.1442, 0.2040): force (0, 3.806, 5.368);
- 2 solutes at (0.1442, 0, 0): (2.660, 0, 0);
- 4 atoms at (0.1442, 0.2885, 0): (−0.073, 4.268, 0);
- 8 atoms at (0.2885, 0.1442, 0.2040): (2.142, 2.197, 3.106);
- 2 atoms at (0.4327, 0, 0): (4.508, 0, 0).

Other members of a class follow by reflection. Along the pair axis,

\[
P_{pp}=0.767-0.042+4.943+3.901=9.57\ \text{eV}.
\]

Likewise \(P_{qq}=9.66\) and \(P_{zz}=9.45\) eV. Rotating back, \(P_{xx}=\tfrac12(P_{pp}+P_{qq})=9.61\) eV and \(P_{xy}=\tfrac12(P_{pp}-P_{qq})=-0.04\) eV. The component along the pair lies between the two perpendicular ones: it is slightly smaller than that along \([1\bar10]\) and slightly larger than that along \(z\).

With relaxed positions the same forces give 9.831, 9.754 and −0.092 eV for \(xx\), \(zz\) and \(xy\). The trace is too large by \(2(0.219)+0.305=0.74\) eV, so the host stores half of that, 0.37 eV. The diagonal errors are 2 to 3 % of the correct values, while the shear component is doubled.

### What the dipole predicts

For a large cell the energy near zero strain is \(E(0)-P:\varepsilon+\tfrac V2\varepsilon:C:\varepsilon\), where the defect's own change of the stiffness is neglected. The stress vanishes when \(VC:\varepsilon=P\). In a cubic crystal, such as the fcc host here, the trace of this equation reads \(3BV\operatorname{tr}\varepsilon=\operatorname{tr}P\), so the relaxation volume is

\[
\Delta V=V\operatorname{tr}\varepsilon=\frac{\operatorname{tr}P}{3B}.
\]

In the 256-atom cell \(V=4.347\) nm³, and \(\sigma_{xx}=-9.613/4.347\) eV/nm³ \(=-0.354\) GPa. With \(\operatorname{tr}P=28.68\) eV and \(B=1111\) eV/nm³, \(\Delta V=0.0086\) nm³, or 0.51 atomic volumes for the pair. The predicted strains are \(7.1\times10^{-4}\) along \(x\) and \(5.6\times10^{-4}\) along \(z\). When they are imposed and the atoms relaxed again, 0.4 % of the original stress remains, measured by the norm of \(V\sigma\).

### An anharmonic host

Now replace \(s_b\) in the host energy by \((1-e^{-\alpha x_b})/\alpha\), where \(x_b\) is the true change of bond length and \(\alpha=17\) nm⁻¹. The force constants at the perfect sites are unchanged, and the pressure derivative of the bulk modulus becomes 5.9.

Let \(T_b\) be the derivative of the host energy with respect to the vector of bond \(b\), from atom \(i\) to atom \(j\). Split it into a part linear in \(u\) and a remainder \(T_b^{(2)}\), which starts at second order. The remainder gives atom \(i\) an energy gradient \(\rho_i\), so equilibrium reads \(\Phi u+\rho=-\partial W/\partial u\). The defect forces are now \(f+\rho\), with \(f=\Phi u\) as before.

At fixed \(u\), strain changes the bond vector by \(\varepsilon D_b\), where \(D_b\) is its perfect value. The linear part adds nothing to the stress, since \(\Lambda=0\). Therefore

\[
P=\operatorname{sym}\Bigl[\sum_iR_i(f_i+\rho_i)-\sum_bD_bT_b^{(2)}\Bigr],
\]

where adjacent vectors form a tensor. Each bond contributes \(+T_b^{(2)}\) to \(\rho_j\) and \(-T_b^{(2)}\) to \(\rho_i\), so \(\sum_iR_i\rho_i=\sum_b(R_j-R_i)T_b^{(2)}\). Inside the cell \(R_j-R_i=D_b\), and the terms cancel. For a bond that crosses the cell boundary, \(R_j-R_i=D_b-L_b\) with \(L_b\) a supercell vector. What is left is

\[
P-\operatorname{sym}\sum_iR_if_i=-\operatorname{sym}\sum_{\text{crossing}}L_bT_b^{(2)} .
\]

The gap is of second order in the defect strength at fixed cell size. In the 108-atom cell, doubling a weak repulsion, from 1 to 2 % of \(w\), multiplies it by 3.98. Its dependence on size can be estimated. Strains at the boundary fall as \(1/V\), so \(T^{(2)}\) falls as \(1/V^2\), while the number of crossing bonds times \(L_b\) grows as \(V\). The gap should fall as \(1/V\) in large cells. At full strength, with the cell centred on the pair, \(N\) times the \(xx\) gap is 33, 28, 24, 23 and 22 eV for 108, 256, 500, 864 and 1372 atoms, so the law is approached slowly and small cells show a faster fall.

At full strength in the 256-atom cell, stress gives \(P_{xx}=12.04\) eV and the moment gives 11.93 eV, a gap of 0.9 % with the cell centred on the pair. Since \(f=\Phi u\) is no longer confined to the cluster, the moment depends on where the cell is cut: moving the boundary by \(a/2\) along \(x\) raises the gap from 0.11 to 0.21 eV. The value itself has moved much further. With cell, repulsion and force constants held fixed, \(\tfrac13\operatorname{tr}P\) rises from 9.56 to 12.00 eV, or by 26 %, and \(P_{xy}\) goes from −0.04 to −0.31 eV. Close agreement between stress and moment is thus no evidence that a harmonic host would give the right dipole.

### Beside real gold

The host parameters lie in the rough regime of gold, used in contacts and bond wires: a lattice constant near 0.41 nm, and \(C_{11}\), \(C_{12}\), \(C_{44}\) near 190, 160 and 40 GPa. The difference \(C_{11}-C_{12}\), 39 GPa here, is nearer 30 GPa in gold, so the model resists tetragonal distortion too strongly. The solute is not fitted to any element. Of the neglected effects computed here, the anharmonicity of the host is the largest: it raises \(\tfrac13\operatorname{tr}P\) by the 26 % just found. By the linear formula, the pair's relaxation volume would rise from 0.51 to about 0.64 atomic volumes. At 400 K, classical vibrations in the anharmonic model, treated as harmonic about the relaxed positions, change \(\tfrac13\operatorname{tr}P\) by −0.58 eV, about 5 % of its static value, computed in the 108-atom cell at the fixed lattice constant; in the 256-atom cell the change is larger in magnitude by about 0.01 eV. If the host is allowed to expand thermally, by about 0.5 % in length in this model, the static part drops as well, and the total change in the 108-atom cell is roughly −0.95 eV, or 8 %. Electronic rearrangement around a solute is absent from the model, and its effect is not estimated. The numerical output below lists the model values behind these comparisons, except the vibrational one for the 256-atom cell and those with thermal expansion.

## Values computed for the example and the checks

```
INPUT (round values, roughly gold)
lattice constant 0.408 nm, bond length 0.2885 nm
K = 100.0 eV/nm^2, g = 10.0 eV/nm^2
solute repulsion 0.2 eV, decay length 0.04 nm
C11 204.2, C12 164.9, C44 39.3, B 178.0 GPa
DIPOLE in eV: xx, zz, xy (stress | moment)
108 atoms: 9.65860 9.49257 -0.03805 | 9.65860 9.49257 -0.03805
256 atoms: 9.61284 9.44956 -0.04371 | 9.61284 9.44956 -0.04371
500 atoms: 9.59736 9.43447 -0.04462 | 9.59736 9.43447 -0.04462
DETAILS for the 256-atom cell
cell volume 4.3467 nm^3
stress xx -0.3543, zz -0.3483, xy 0.0016 GPa
bonds with extra repulsion 23, atoms with force 20
largest stretch of a solute bond 3.85 %
count | site p q z (nm) | force p q z (eV/nm)
4 | 0.0000 0.1442 0.2040 | 0.0000 3.8056 5.3675
2 | 0.1442 0.0000 0.0000 | 2.6597 0.0000 0.0000
4 | 0.1442 0.2885 0.0000 | -0.0731 4.2680 0.0000
8 | 0.2885 0.1442 0.2040 | 2.1415 2.1971 3.1064
2 | 0.4327 0.0000 0.0000 | 4.5076 0.0000 0.0000
sum over classes: pp 9.5691, qq 9.6566, zz 9.4496 eV
moment at relaxed positions: xx 9.8314, zz 9.7541, xy -0.0916 eV
stress-free strain xx 7.108e-04, zz 5.575e-04, xy -2.051e-05
stress left after that strain 0.40 %
relaxation volume 0.00860 nm^3 = 0.507 atomic volumes
DIAMOND-STRUCTURE MODEL (a 0.5 nm, springs 100 and 20 eV/nm^2)
residual stress: xx 0.21868, |xy| 0.00000 eV
plain moment: xx 0.21868, |xy| 0.21868 eV
moment with full response: xx 0.21868, |xy| 0.00000 eV
NEGLECTED EFFECTS
anharmonicity 17.0 1/nm, pressure derivative of B 5.90
anharmonic host, stress: xx 12.035, zz 11.925, xy -0.312 eV
anharmonic host, moment: xx 11.925, zz 11.812, xy -0.305 eV
stress-moment gap when the defect strength doubles: x 3.979
vibrational part of tr P/3 at 400 K: -0.585 eV
static tr P/3: harmonic 9.558, anharmonic 11.999 eV
```
